# Exact stabilisation of a ligand donor orbital by an empty metal orbital, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exact stabilisation and its limits

### 1. Definitions and conventions

A ligand brings a filled donor orbital $L$, such as a lone pair, to a metal centre with an empty acceptor orbital $M$. The two orbitals mix, and the electrons of the donor pair go down in energy. These notes treat that lowering in the smallest model that contains it: two orbitals and one coupling.

The electrons move independently in a fixed effective field, described by a Hermitian one-electron Hamiltonian $\hat h$. The field is that of the complete complex and does not respond when the orbitals mix. The orbitals are normalised and orthogonal:

$$\langle L|L\rangle=\langle M|M\rangle=1,\qquad \langle L|M\rangle=0 .$$

The model has three parameters,

$$e_L=\langle L|\hat h|L\rangle,\qquad e_M=\langle M|\hat h|M\rangle,\qquad V=\langle L|\hat h|M\rangle ,$$

and the gap is

$$D=e_M-e_L>0 .$$

The coupling $V$ may be complex. Its complex conjugate is $V^*=\langle M|\hat h|L\rangle$, because $\hat h$ is Hermitian. Unless stated otherwise, $V\neq 0$.

The lower of the two mixed levels is called $E_-$. The stabilisation is defined as a positive number for one electron,

$$s=e_L-E_- ,$$

so that a donor pair gains $2s$. Energies are in electronvolts.

The reference $e_L$ is the energy of the donor orbital in the field of the complex, before mixing. It is not the orbital energy of the free ligand. The shift of the donor level caused by the mere presence of the metal ion is already inside $e_L$ and is not part of $s$.

### 2. What orthogonality requires

Orbitals taken from two separate fragments generally overlap. Let $\chi$ be the normalised metal orbital as it comes from its fragment, and let $S=\langle L|\chi\rangle$ with $|S|<1$. The model applies after the part of $\chi$ that lies along $L$ has been removed. The remainder $\chi-SL$ is orthogonal to $L$, since $\langle L|\chi\rangle-S\langle L|L\rangle=0$. Its squared norm is

$$1-S\langle\chi|L\rangle-S^*\langle L|\chi\rangle+|S|^2=1-|S|^2 ,$$

because each of the two middle products equals $|S|^2$. The normalised metal orbital is therefore

$$M=\frac{\chi-SL}{\sqrt{1-|S|^2}} ,$$

and the coupling that enters the model is

$$V=\frac{\langle L|\hat h|\chi\rangle-S\,e_L}{\sqrt{1-|S|^2}} . \tag{1}$$

The subtraction in the numerator has a clear purpose. If the zero of energy is moved, so that $\hat h$ becomes $\hat h+c$, the raw element $\langle L|\hat h|\chi\rangle$ changes by $cS$. The term $S\,e_L$ changes by the same amount, and $V$ stays as it was. The raw element depends on an arbitrary zero and cannot measure an interaction alone; $V$ can.

This choice leaves the donor orbital untouched, so $e_L$ keeps its meaning as the energy of the unmixed donor. Another orthogonalisation, which alters both orbitals, spans the same space and gives the same mixed levels. It generally gives a different $e_L$, and therefore a different $s$. A quoted stabilisation thus needs a stated donor orbital.

### 3. The equations for the mixed orbital

Write the mixed orbital as

$$\psi=c_L L+c_M M .$$

Its energy expectation value before normalisation is

$$\langle\psi|\hat h|\psi\rangle=|c_L|^2e_L+|c_M|^2e_M+c_L^*c_M V+c_M^*c_L V^* .$$

We look for stationary values of this expression under the condition $|c_L|^2+|c_M|^2=1$. With a Lagrange multiplier $E$, the function to be made stationary is

$$F=\langle\psi|\hat h|\psi\rangle-E\left(|c_L|^2+|c_M|^2-1\right).$$

The real and imaginary parts of each coefficient can be varied independently. This is equivalent to treating $c$ and $c^*$ as independent variables. The derivatives with respect to $c_L^*$ and $c_M^*$ give

$$(e_L-E)\,c_L+V c_M=0, \tag{2}$$

$$V^*c_L+(e_M-E)\,c_M=0. \tag{3}$$

The multiplier is the orbital energy. To see this, multiply (2) by $c_L^*$ and (3) by $c_M^*$, and add. The result is $\langle\psi|\hat h|\psi\rangle=E(|c_L|^2+|c_M|^2)=E$.

Next we eliminate the coefficients. If $c_L$ were zero, (2) would give $Vc_M=0$ and hence $c_M=0$, which is no orbital at all. So $c_L\neq0$, and (2) gives $c_M=-(e_L-E)c_L/V$. Inserting this into (3) yields

$$V^*c_L-\frac{(e_M-E)(e_L-E)}{V}\,c_L=0 .$$

Multiplying by $V/c_L$ and using $VV^*=|V|^2$, we obtain

$$(e_L-E)(e_M-E)=|V|^2 . \tag{4}$$

Only the modulus of $V$ appears. Changing the sign or phase of either basis orbital changes the phase of $V$ but leaves the energies alone.

### 4. The exact stabilisation

Set $E=e_L-s$ in (4). The first factor becomes $e_L-E=s$. The second becomes $e_M-E=e_M-e_L+s=D+s$. Hence

$$s\,(D+s)=|V|^2 . \tag{5}$$

Most of what follows comes from this relation. In words, the distance of the mixed level from the donor level, times its distance from the metal level, equals the squared coupling.

To solve it, write $s^2+Ds=|V|^2$ and add $D^2/4$ to both sides:

$$\left(s+\frac D2\right)^2=\frac{D^2}{4}+|V|^2 .$$

With the abbreviation

$$R=\sqrt{\frac{D^2}{4}+|V|^2}$$

the two solutions are $s=-D/2\pm R$. Since $R>D/2$, the plus sign gives a positive number and the minus sign a negative one. The stabilisation is the positive root,

$$s=\sqrt{\frac{D^2}{4}+|V|^2}-\frac D2 . \tag{6}$$

The negative root belongs to the upper level. There $E=e_L+D/2+R$. Because $R=s+D/2$, this is $e_L+D+s$, so

$$E_+=e_M+s . \tag{7}$$

The metal level is pushed up by as much as the donor level is pushed down. The sum of the two levels stays at $e_L+e_M$.

Formula (6) subtracts two nearly equal numbers when the coupling is small, which loses digits in a numerical evaluation. A second form avoids this. Multiply and divide by $R+D/2$, and use $(R-D/2)(R+D/2)=R^2-D^2/4=|V|^2$:

$$s=\frac{|V|^2}{R+D/2}=\frac{2|V|^2}{D+\sqrt{D^2+4|V|^2}} . \tag{8}$$

The last step multiplies numerator and denominator by 2 and uses $2R=\sqrt{D^2+4|V|^2}$.

### 5. The same result from a mixing angle

The stationary condition does not by itself say that $E_-$ is the lowest energy the two orbitals can reach. A direct minimisation does. Apart from an overall phase, every normalised mixture has $c_L=\cos\theta$ and $c_M=e^{i\varphi}\sin\theta$, with $0\le\theta\le\pi/2$. Its energy is

$$E=e_L\cos^2\theta+e_M\sin^2\theta+2|V|\cos\theta\sin\theta\cos(\varphi+\arg V).$$

The best phase makes the last cosine equal to $-1$. For real negative $V$ this means $\varphi=0$: the orbitals combine with equal signs. Now use $e_M=e_L+D$, $\sin^2\theta=(1-\cos2\theta)/2$ and $2\sin\theta\cos\theta=\sin2\theta$:

$$E=e_L+\frac D2-\left(\frac D2\cos2\theta+|V|\sin2\theta\right).$$

The bracket is the scalar product of the vector $(D/2,|V|)$ with the unit vector $(\cos2\theta,\sin2\theta)$. Its largest value is the length of the first vector, $R$. It is reached when the two are parallel, at $\tan2\theta=2|V|/D$. The minimum is $E=e_L+D/2-R=e_L-s$, in agreement with (6).

### 6. The squared-coupling-over-gap limit

Divide (5) by $D+s$:

$$s=\frac{|V|^2}{D+s} . \tag{9}$$

This is still exact within the model. Second-order perturbation theory has the same numerator, but its denominator is the unperturbed gap $D$. In (9) the denominator is the distance from the stabilised level to the metal level.

Because $s>0$, the denominator in (9) is larger than $D$, and so $s<|V|^2/D$. This upper bound on $s$ can be put back into the denominator of (9). The denominator is then smaller than $D+|V|^2/D$, which makes $s$ larger than $|V|^2/(D+|V|^2/D)$. Together,

$$\frac{|V|^2D}{D^2+|V|^2}<s<\frac{|V|^2}{D} . \tag{10}$$

Dividing by $|V|^2/D$ gives

$$\frac{1}{1+|V|^2/D^2}<\frac{s}{|V|^2/D}<1 .$$

When $|V|/D$ tends to zero, the left side tends to 1, and the ratio in the middle is forced to 1 as well. This proves the limit

$$s\simeq\frac{|V|^2}{D}\qquad(|V|\ll D). \tag{11}$$

The condition concerns the ratio of coupling to gap. A coupling that is small on some other scale, for instance compared with the depth of the donor level, does not justify (11).

There is no term linear in $V$. The unmixed donor orbital has energy $e_L$ whatever the coupling. An energy gain requires some metal character, whose amplitude is itself proportional to $V$ at weak coupling.

### 7. The error of the limit

Divide (5) by $Ds$:

$$\frac{|V|^2/D}{s}=1+\frac sD . \tag{12}$$

The weak-coupling estimate is therefore too large, and its excess relative to the exact $s$ is exactly $s/D$.

This gives a criterion in terms of the input parameters. Let $r$ be the tolerated relative excess. Division of (5) by $D^2$ gives $(s/D)(1+s/D)=|V|^2/D^2$, and the left side grows with $s/D$. The condition $s/D\le r$ is thus equivalent to

$$\frac{|V|}{D}\le\sqrt{r(1+r)} . \tag{13}$$

For an excess of at most 10 %, the coupling may be no larger than about 0.332 times the gap. The estimate is more tolerant than the condition $|V|\ll D$ suggests, because its error is governed by the square of the ratio.

The absolute error follows from (5) in the form $Ds+s^2=|V|^2$:

$$\frac{|V|^2}{D}-s=\frac{s^2}{D}<\frac{|V|^4}{D^3} . \tag{14}$$

At weak coupling the difference approaches $|V|^4/D^3$, since $s$ approaches $|V|^2/D$.

### 8. Near-degenerate orbitals

As $D$ tends to zero, the estimate $|V|^2/D$ grows without bound. The exact result does not. At $D=0$, relation (5) reads $s^2=|V|^2$, so

$$s=|V|\qquad(D=0). \tag{15}$$

For any positive gap, $s^2<s^2+Ds=|V|^2$, so $s<|V|$. The coupling is the ceiling of the stabilisation, approached when donor and acceptor have nearly the same energy.

The first effect of a small gap can be read from (6). Squaring $|V|+D^2/(8|V|)$ gives $|V|^2+D^2/4$ plus a positive term, so $R$ lies between $|V|$ and $|V|+D^2/(8|V|)$. Hence, to first order in $D$,

$$s\simeq|V|-\frac D2\qquad(D\ll|V|). \tag{16}$$

The dependence on the coupling has changed from quadratic to linear. A rule that the stabilisation grows as the square of the coupling belongs to the regime of (11).

## Second half: charge, energy balance and a worked example

### 9. Symbols and results carried over

The donor orbital $L$ at energy $e_L$ and the empty metal orbital $M$ at $e_M$ are orthonormal. Their gap is $D=e_M-e_L>0$ and their coupling is $V$. The mixed levels are $E_-=e_L-s$ and $E_+=e_M+s$. The stabilisation $s$ per electron obeys

$$s(D+s)=|V|^2,\qquad s=\sqrt{\frac{D^2}{4}+|V|^2}-\frac D2 .$$

For $|V|\ll D$ it tends to $|V|^2/D$, which is too large by the fraction $s/D$ of the exact value. The coefficients of the lower orbital $\psi=c_LL+c_MM$ satisfy $(e_L-E_-)c_L+Vc_M=0$.

### 10. Metal character and transferred charge

Since $e_L-E_-=s$, the equation for the coefficients becomes $s\,c_L+Vc_M=0$, or

$$\frac{c_M}{c_L}=-\frac sV . \tag{17}$$

For real negative $V$ the ratio is positive, and the two orbitals add in phase. For real positive $V$ it is negative. The sign of $V$ depends on the signs chosen for the basis orbitals, so both cases describe the same bonding orbital.

Let $w=|c_M|^2$ be the metal weight, with $|c_L|^2=1-w$. From (17), $w/(1-w)=s^2/|V|^2$. Solving for $w$ gives

$$w=\frac{s^2}{s^2+|V|^2} .$$

Replace $|V|^2$ by $s(D+s)$. The denominator becomes $s^2+sD+s^2=s(D+2s)$, and one factor $s$ cancels:

$$w=\frac{s}{D+2s} . \tag{18}$$

For $D>0$ this is smaller than one half, so the bonding orbital stays mainly on the ligand. It tends to one half as the levels become degenerate. Two electrons in this orbital place $2w$ electrons in $M$, and this is the charge donated in the model.

At weak coupling $w$ tends to $|V|^2/D^2$. This estimate is less accurate than the one for the energy. With $y=s/D$ we have $|V|^2/D^2=y(1+y)$ and $w=y/(1+2y)$, so

$$\frac{|V|^2/D^2}{w}=(1+y)(1+2y)=1+3y+2y^2 . \tag{19}$$

The relative excess is $3+2y$ times the excess $y$ found for the energy, which is about three times at weak coupling. A coupling weak enough for a good energy may still give a poor charge.

The number $2w$ is a population of the chosen orthogonal orbital $M$. Another choice of orbitals divides the same electron density differently, so $2w$ should not be read as a measured atomic charge.

This part has derived the exact two-orbital stabilisation, its weak-coupling and near-degenerate limits, and the metal weight that sets the donated charge. What remains is the balance of coupling gain and promotion cost, the response to gap and coupling, the role of electron count, a worked example, several acceptors, and the relation to bond strength.
